\section*{Sputtering threshold for a light ion reflected before ejecting a surface atom, part 2}

An ion of mass $m$ and energy $E$ enters a solid along $-\hat{\mathbf z}$, where $\hat{\mathbf z}$ is the outward surface normal. The target atoms have mass $M$, with $\mu=m/M<1$. Collisions are classical, elastic and binary, with free atoms in any positions. An atom of velocity $\mathbf V$ escapes the planar barrier of height $U$ if $V_z>0$ and $\frac12MV_z^2>U$. The threshold of a class of collision histories is the lowest ion energy above which some history in it ejects an atom.

A particle of velocity $\mathbf v$ gives an atom at rest, struck along the unit vector $\hat{\mathbf n}$, the velocity
\begin{equation}
\mathbf V=\frac{2\mu}{1+\mu}(\mathbf v\cdot\hat{\mathbf n})\hat{\mathbf n}.
\label{eq:recoilvelocity}
\end{equation}
An ion of energy $E$ gives a recoil at angle $\varphi$ to its path the energy $gE\cos^2\varphi$, with $g=4\mu/(1+\mu)^2$. An ion deflected by $\theta$ keeps the energy fraction
\begin{equation}
K(\theta)=\left[
\frac{\mu\cos\theta+\sqrt{1-\mu^2\sin^2\theta}}{1+\mu}
\right]^2 ,
\label{eq:kept}
\end{equation}
and $K(\pi)=1-g$. Head-on reflection followed by head-on ejection gives $E_1=U/[g(1-g)]$.

The example has $m=4$ u, $M=28$ u and $U=5$ eV, so $\mu=1/7$, $g=0.4375$ and $E_1=20.32$ eV. In etching, a modified layer with $U=3$ eV and the same atomic mass has the threshold 12.19 eV. Between these two values lies the two-collision window, in which the layer can be ejected but the substrate cannot. The closing list also includes integrated-trajectory checks, some with the surface atom bound in a well 5 eV deep and of stated width.

Is $E_1$ the lowest two-collision threshold? Let the ion move at an angle $\beta$ to $\hat{\mathbf z}$ after its first collision, so that $\theta=\pi-\beta$. The best second recoil bisects the angle between the ion's direction and $\hat{\mathbf z}$, and has normal energy $gEF(\beta)$, where
\begin{equation}
F(\beta)=K(\pi-\beta)\cos^4\frac\beta2,
\qquad 0\le\beta<\pi .
\end{equation}
The threshold of this reflection route is $U/(gF_{\max})$, so $F$ must be maximized.

Let
\begin{equation}
R=\sqrt{1-\mu^2\sin^2\beta},\qquad
s=R-\mu\cos\beta ,
\end{equation}
so that $\sqrt{K(\pi-\beta)}=s/(1+\mu)$. Differentiation gives
\begin{align}
\frac{ds}{d\beta}
&=-\frac{\mu^2\sin\beta\cos\beta}{R}+\mu\sin\beta\\
&=\frac{\mu\sin\beta}{R}(R-\mu\cos\beta)
=\frac{\mu\sin\beta}{R}\,s .
\end{align}
The logarithm of $\sqrt F$ is $\ln s+2\ln\cos(\beta/2)$ plus a constant. Its derivative is therefore
\begin{equation}
\frac12\frac{d\ln F}{d\beta}
=\frac{\mu\sin\beta}{R}-\tan\frac\beta2 .
\end{equation}
With $c=\cos^2(\beta/2)$ one has $\sin\beta=2c\tan(\beta/2)$, and
\begin{equation}
\frac12\frac{d\ln F}{d\beta}
=\tan\frac\beta2\left(\frac{2\mu c}{R}-1\right).
\label{eq:slope}
\end{equation}
For $0<\beta<\pi$ the tangent is positive, so the sign is that of $2\mu c-R$. Both terms of this difference are positive, and their squares may be compared instead. Since $\sin^2\beta=4c(1-c)$,
\begin{align}
4\mu^2c^2-R^2
&=4\mu^2c^2-1+4\mu^2c(1-c)\\
&=4\mu^2c-1 .
\end{align}
The function $F$ falls where $4\mu^2\cos^2(\beta/2)<1$ and rises where the inequality is reversed.

If $\mu\le1/2$, the inequality holds for every $\beta>0$. The function then falls throughout the interval, and its maximum is $F(0)=1-g$. This proves that $E_1$ is the lowest threshold for reflection followed by ejection. If $\mu>1/2$, the function first rises, and head-on reflection is no longer the best choice. The maximum lies at
\begin{equation}
\cos\frac\beta2=\frac1{2\mu}.
\end{equation}
There $c=1/(4\mu^2)$, and the vanishing slope gives $R=2\mu c=1/(2\mu)$. Also $\cos\beta=2c-1=1/(2\mu^2)-1$, so that
\begin{equation}
s=\frac1{2\mu}-\mu\left(\frac1{2\mu^2}-1\right)=\mu .
\end{equation}
The maximum is consequently
\begin{equation}
F_{\max}=\frac{\mu^2}{(1+\mu)^2}\frac1{16\mu^4}
=\frac1{16\mu^2(1+\mu)^2},
\end{equation}
and the threshold for $1/2<\mu<1$ becomes
\begin{equation}
\frac{U}{gF_{\max}}
=U\frac{(1+\mu)^2}{4\mu}\,16\mu^2(1+\mu)^2
=4\mu(1+\mu)^4U .
\label{eq:heavy}
\end{equation}
At $\mu=1/2$ this equals $10.125\,U$. The head-on formula gives the same value, since there $g=8/9$ and $1/[g(1-g)]=81/8$. For $\mu>1/\sqrt2$ the best angle $\beta$ exceeds $90^\circ$. The ion is then deflected but not reflected, and it still moves inward when it strikes the second atom. The name reflection route is kept below for this case as well.

These results were tested by a numerical search over the directions of both collisions in three dimensions. At $\mu=0.45$ the lowest threshold found was $8.12\,U$, equal to the head-on value. At $\mu=0.55$ it was $12.70\,U$, against $12.96\,U$ for head-on collisions. At $\mu=0.70$ the difference was large: $23.39\,U$ against $33.14\,U$. A heavy ion loses so much in a complete reversal that an oblique path is worth the loss of normal energy.

The behaviour near $\beta=0$ also shows how sensitive the threshold is to imperfect alignment. For small $\beta$, Eq.~\eqref{eq:slope} becomes $\tfrac12\,d\ln F/d\beta\simeq(\beta/2)(2\mu-1)$, and integration gives
\begin{equation}
F(\beta)\simeq(1-g)\left[1-\left(\frac12-\mu\right)\beta^2\right].
\end{equation}
This matters because an ion that is to strike a surface atom from below must first pass it. Suppose that it passes at a lateral distance $b$ without appreciable deflection, and is reflected at a depth $D$ much greater than $b$. It must then return at an angle $\beta\simeq b/D$. For $\mu<1/2$ the threshold rises by the relative amount $(1/2-\mu)(b/D)^2$ to leading order. This estimate also requires $D$ to be much greater than the distance of closest approach, because the ion turns before it reaches either atom. At atomic depths it is too low: for the repulsion $1000\ \mathrm{eV}\,e^{-r/0.3\,\text{\AA}}$, $\mu=1/7$, $b=3$ \AA\ and a reflecting atom 10 \AA\ deep, an integrated trajectory gives a rise of 4.6 per cent, against 3.2 per cent from the estimate with $D=10$ \AA. The value $E_1$ is therefore a limit approached as $b/D$ becomes small, and the departure from it is of second order.

A history of two collisions can also proceed through the first recoil. Let this atom move at an angle $\varphi$ to the inward normal, with energy $gE\cos^2\varphi$, and strike a second atom at rest. The masses are now equal. Equation~\eqref{eq:recoilvelocity} with mass ratio one shows that the struck atom takes the component of the velocity along its own direction of recoil. The other atom keeps the perpendicular component. In either case, an atom leaving at an angle $\psi$ to the first recoil carries the fraction $\cos^2\psi$ of its energy. If the departing atom makes an angle $\alpha$ with the outward normal, its normal energy is
\begin{equation}
\frac12MV_z^2=gE\cos^2\varphi\cos^2\psi\cos^2\alpha .
\end{equation}
The directions lead in three turns from the inward to the outward normal. The angles must therefore satisfy $\varphi+\psi+\alpha\ge\pi$, while none exceeds $\pi/2$.

This constraint gives $\pi-\alpha\le\varphi+\psi\le\pi$. The cosine decreases over this range, so $\cos(\varphi+\psi)\le-\cos\alpha$. It follows that
\begin{align}
\cos\varphi\cos\psi
&=\frac12[\cos(\varphi+\psi)+\cos(\varphi-\psi)]\\
&\le\frac12(1-\cos\alpha).
\end{align}
The product of all three cosines is then at most $\tfrac12\cos\alpha(1-\cos\alpha)$, whose largest value is $1/8$ at $\cos\alpha=1/2$. Equality is reached for three coplanar turns of $60^\circ$. The normal energy is at most $gE/64$, and this route has the threshold
\begin{equation}
E_{\mathrm{recoil}}=\frac{64U}{g}.
\end{equation}
For $m=4$ u, $M=28$ u and $U=5$ eV it is 731 eV, far above the 20.32 eV of the reflection route. A numerical search over the collision directions confirmed the factor $g/64$.

The order of the two routes is the same for every $\mu<1$. When $\mu\le1/2$, the reflection route has $F_{\max}=1-g\ge1/9$, which exceeds $1/64$. When $1/2<\mu<1$, the condition $F_{\max}>1/64$ becomes $\mu(1+\mu)<2$, and this holds for all $\mu<1$. Every way in which two collisions, each with an atom at rest, can eject an atom has now been considered. Within this class, $E_1$ is the threshold if and only if $\mu\le1/2$.

With more than two collisions the threshold can be lower. Consider first two successive deflections $\theta$ and $\pi-\theta$ in one plane and in the same sense. With $R_\theta=\sqrt{1-\mu^2\sin^2\theta}$, the product of the speed ratios is
\begin{align}
\sqrt{K(\theta)K(\pi-\theta)}
&=\frac{(R_\theta+\mu\cos\theta)(R_\theta-\mu\cos\theta)}{(1+\mu)^2}\\
&=\frac{1-\mu^2\sin^2\theta-\mu^2\cos^2\theta}{(1+\mu)^2}
=\frac{1-\mu}{1+\mu}.
\end{align}
Hence $K(\theta)K(\pi-\theta)=1-g$ for every $\theta$. Two deflections that complete a reversal cost as much energy as a single one, however the angle is divided between them.

The equality does not survive a small departure from complete reversal. Let each deflection be $(\pi-\beta)/2$, so that the ion finally moves at an angle $\beta$ to the outward normal. The derivative of $s$ found above, with $\theta$ replacing $\pi-\beta$, gives
\begin{equation}
\frac{d\ln K}{d\theta}=-\frac{2\mu\sin\theta}{\sqrt{1-\mu^2\sin^2\theta}} .
\end{equation}
At $\theta=\pi/2$ this is $-2\mu/\sqrt{1-\mu^2}$, and its own derivative vanishes there. Each angle is reduced by $\beta/2$, so the two deflections together raise the logarithm of the kept energy by $2\mu\beta/\sqrt{1-\mu^2}$. The best oblique ejection contributes $\ln\cos^4(\beta/2)\simeq-\beta^2/2$. To second order in $\beta$, the change in the logarithm of the useful energy is
\begin{equation}
\frac{2\mu\beta}{\sqrt{1-\mu^2}}-\frac{\beta^2}{2}.
\end{equation}
The gain is linear and the loss quadratic, so a sufficiently small $\beta$ lowers the threshold below $U/[g(1-g)]$ for every $\mu$ between zero and one. The largest value of the expression is $2\mu^2/(1-\mu^2)$. For $\mu=1/7$ it equals $1/24$, and the estimated threshold is $20.32\,e^{-1/24}=19.49$ eV. The numerical search over all directions gave 19.50 eV.

Three deflections permit a larger reduction. Three equal turns of $60^\circ$ keep the fraction 0.6502 of the ion energy, compared with 0.5625 for one reversal. If the ion then ejects an atom head-on, the threshold is
\begin{equation}
\frac{5\ \mathrm{eV}}{0.4375\times0.6502}=17.58\ \mathrm{eV}.
\end{equation}
With the directions left free, the lowest threshold found for three deflections was 17.06 eV. The reduction is much larger for heavier ions. At $\mu=0.45$ the lowest threshold falls from $8.12\,U$ for one deflection to $5.16\,U$ for two and $3.58\,U$ for three, so near the upper end of its range $E_1$ is a poor guide wherever such histories are available.

The trend for many equal deflections follows from small angles. Expansion of the numerator of $\sqrt K$ gives
\begin{align}
\sqrt{K(\theta)}
&\simeq\frac{1+\mu-\frac12\mu\theta^2-\frac12\mu^2\theta^2}{1+\mu}\\
&=1-\frac{\mu\theta^2}{2}.
\end{align}
Therefore $\ln K(\theta)\simeq-\mu\theta^2$. For $n$ deflections of $\pi/n$, the total kept fraction is
\begin{equation}
\left[K\left(\frac\pi n\right)\right]^n
\simeq\exp\left(-\frac{\mu\pi^2}{n}\right),
\qquad n\gg1 .
\end{equation}
The loss in one deflection falls as $1/n^2$, while the number of deflections grows only as $n$. The total loss thus tends to zero. The threshold with a final head-on ejection is 14.38 eV for six deflections, 12.26 eV for twenty and 11.51 eV for two hundred. It approaches
\begin{equation}
\frac Ug=\frac{5\ \mathrm{eV}}{0.4375}=11.43\ \mathrm{eV}.
\end{equation}

This limit is also a lower bound if every collision has one moving partner and one atom at rest. The ion never has more than its initial energy $E$, so no atom can receive more than $gE$ from it. When a recoil strikes another atom, the energy is merely shared, and neither partner ends with more than the recoil had. No atom can then reach the barrier with normal energy above $gE$. The bound does not cover an atom struck again while it is already moving.

Long chains of gentle deflections require many atoms in suitable places along a curved path. Whether a given solid provides them cannot be decided by conservation laws. What these laws do show is that the upper edge of the etching window found from two collisions is not a safe limit by itself. For the substrate with $U=5$ eV, three deflections already lower the edge from 20.32 to 17.06 eV. The kinematic bound of 11.43 eV lies below the two-collision threshold of 12.19 eV for the modified layer with $U=3$ eV. If long chains could reach the substrate while the layer could be ejected by two collisions alone, the window would close.

If the same histories are available to both kinds of atom, the situation is better. For free atoms, each history delivers a definite fraction $f$ of the ion energy as normal energy, and its threshold is $U/f$. For equal masses of the two kinds of atom, both edges are then lowered by the same factor, and their ratio remains $5/3$. The width of the window shrinks, but the window does not disappear. Real modified layers usually contain atoms of another mass, and the ratio is then multiplied by the ratio of the transfer fractions in the ejecting collision. With the same binding energies and an ion of 4 u turned by atoms of 28 u, it is 2.19 for a layer atom of 19 u, 1.39 for one of 35.5 u and 0.69 for one of 80 u, in which case there is no window. A prediction for a real surface must therefore establish which histories its structure permits, in addition to the two binding energies. It must also include the forces from neighbouring atoms during the collisions, which the free-atom thresholds leave out. The numerical output lists the thresholds for the cases considered here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ion mass: 4.0 u
Target atom mass: 28.0 u
Mass ratio mu: 0.142857
Substrate binding: 5.00 eV
Modified-layer binding: 3.00 eV
Maximum transfer fraction g: 0.437500
Fraction kept on reversal, 1-g: 0.562500
Two-collision transfer g(1-g): 0.246094
Same transfer from three-body trajectory: 0.246094
Substrate threshold: 20.3175 eV
Modified-layer threshold: 12.1905 eV
Two-collision energy window: 8.1270 eV
Ion energy after reversal at threshold: 11.4286 eV
Ion energy lost on reversal at threshold: 8.8889 eV
Trajectory threshold, well width 20 angstrom: 20.3182 eV
Trajectory threshold, well width 2 angstrom: 20.3876 eV
Trajectory threshold, well width 1 angstrom: 20.5937 eV
Trajectory test deflection: 113.144 degrees
Trajectory test ion energy fraction: 0.669595
Trajectory test atom energy fraction: 0.330405
mu=0.1429: searched threshold/U=4.0635, head-on value=4.0635
mu=0.4500: searched threshold/U=8.1185, head-on value=8.1185
mu=0.5500: searched threshold/U=12.6984, head-on value=12.9562
mu=0.7000: searched threshold/U=23.3859, head-on value=33.1433
Recoil-route threshold: 731.429 eV
Most favourable mass ratio: 0.171573
Most favourable ion mass for this target: 4.8040 u
Minimum threshold over ion mass: 20.0000 eV
1 equal deflections: kept fraction=0.562500, threshold=20.3175 eV
2 equal deflections: kept fraction=0.562500, threshold=20.3175 eV
3 equal deflections: kept fraction=0.650243, threshold=17.5758 eV
6 equal deflections: kept fraction=0.794556, threshold=14.3836 eV
20 equal deflections: kept fraction=0.932057, threshold=12.2617 eV
200 equal deflections: kept fraction=0.992975, threshold=11.5094 eV
Best threshold with two deflections: 19.4966 eV
Best threshold with three deflections: 17.0646 eV
Limiting threshold U/g: 11.4286 eV
\end{verbatim}
